# Hubbard Forces in PAW with One-Centre Occupations

Before a structure is relaxed or phonons are computed with PAW and a Hubbard correction, one decision has to be made about the force routine: must a Hubbard force be added to the ordinary PAW force, or is it already there? If it is added when it is already present, it is counted twice. If it is left out when it is needed, the forces are not the derivatives of the energy. For occupations built from one-centre PAW quantities, the correction is already present once the Hubbard potential is included in the atomic coefficients $D_{ij}$. In general it is not zero. It has the same form as the rest of the projector force and needs no term of its own.

## Setting and conventions

Let $\tilde\psi_{n\sigma}$ be the smooth orbitals, with occupations $0\le f_{n\sigma}\le1$. The index $i=(k,m)$ labels a projector $\tilde p_i$ on one atom, where $k$ counts radial functions and $m$ counts real spherical harmonics referred to fixed axes. The formulas are written for one $k$-point; several points add a weighted sum. The one-centre density matrix is

$$
\rho^\sigma_{ij}=\sum_n f_{n\sigma}
\langle\tilde\psi_{n\sigma}|\tilde p_i\rangle
\langle\tilde p_j|\tilde\psi_{n\sigma}\rangle . \tag{1}
$$

For the correlated shell of an atom, with true radial partial waves $\phi_k$ and sphere radius $r_c$, the occupation matrix is

$$
n^\sigma_{mm'}=\sum_{kk'}\rho^\sigma_{(km),(k'm')}O_{kk'},\qquad
O_{kk'}=\int_0^{r_c}r^2\phi_k\phi_{k'}\,dr. \tag{2}
$$

The Hubbard energy of that shell is taken in the form

$$
E_U=\frac U2\sum_\sigma\mathrm{Tr}\,(n^\sigma-n^\sigma n^\sigma), \tag{3}
$$

where $U$ is the effective interaction. Several correlated atoms contribute a sum of such terms.

The smooth orbitals obey

$$
\langle\tilde\psi_{n\sigma}|S|\tilde\psi_{m\sigma}\rangle=\delta_{nm},\qquad
S=1+\sum_{ij}|\tilde p_i\rangle q_{ij}\langle\tilde p_j|, \tag{4}
$$

where $q_{ij}$ is the overlap of true partial waves minus that of smooth partial waves in the sphere. The free energy is

$$
A=E_0[\tilde\psi,f,\rho,\mathbf R]+E_U[\rho]-TS_e[f]. \tag{5}
$$

$E_0$ is the PAW energy without the Hubbard term. Its explicit dependence on the positions $\mathbf R$ comes from ions, compensation charges and similar rigidly moving objects.

The assumptions are:

1. The orbitals are self-consistent for the functional (5), including $E_U$.
2. The cell and the basis do not move with the atoms, as for plane waves in a fixed cell.
3. Partial waves and projectors translate rigidly with their atom.
4. $U$ does not depend on the positions.
5. Occupations are either fixed, or Fermi occupations at fixed electron number and temperature.
6. Along the displacement considered, orbitals and occupations can be chosen differentiable.

## Theorem

Let $D^\sigma_{ij}=\partial(E_0+E_U)/\partial\rho^\sigma_{ij}$, taken at fixed $\tilde\psi$, $f$ and $\mathbf R$. It splits into $D^{0,\sigma}_{ij}+D^{U,\sigma}_{ij}$. Under the assumptions above, the force on atom $a$, $\mathbf F_a=-dA/d\mathbf R_a$, is

$$
\begin{aligned}
\mathbf F_a={}&-\sum_{n\sigma}f_{n\sigma}\sum_{ij\in a}
(D^\sigma_{ij}-\varepsilon_{n\sigma}q_{ij})
\langle\tilde\psi_{n\sigma}|\partial_a(|\tilde p_i\rangle\langle\tilde p_j|)
|\tilde\psi_{n\sigma}\rangle\\
&-\left.\frac{\partial E_0}{\partial\mathbf R_a}\right|_{\tilde\psi,f,\rho}.
\end{aligned}\tag{6}
$$

Here $\partial_a=\partial/\partial\mathbf R_a$. The explicit Hubbard contribution is the part containing $D^U$:

$$
\mathbf F^U_a=-\sum_{n\sigma}f_{n\sigma}\sum_{ij\in a}D^{U,\sigma}_{ij}
\langle\tilde\psi_{n\sigma}|\partial_a(|\tilde p_i\rangle\langle\tilde p_j|)
|\tilde\psi_{n\sigma}\rangle. \tag{7}
$$

The word "explicit" matters. $U$ also influences $\tilde\psi$, $f$, $\varepsilon$ and $\rho$, and thereby the values of all the other terms.

## Lemma 1: the Hubbard energy has no position dependence at fixed $\rho$

**Proof.** In three dimensions the overlap of two partial waves on an atom at $\mathbf R_a$ is an integral over the sphere $|\mathbf r-\mathbf R_a|<r_c$, and both functions depend on $\mathbf r-\mathbf R_a$ alone. Substituting $\mathbf s=\mathbf r-\mathbf R_a$ turns it into an integral over the fixed region $|\mathbf s|<r_c$ with a fixed integrand. Hence $\partial_aO_{kk'}=0$, and by the same substitution $\partial_aq_{ij}=0$. Equations (2) and (3) then contain only $\rho$ and constants. $\square$

The neighbours do not enter these integrals. A neighbour can change the occupation matrix only by changing the orbitals $\tilde\psi_{n\sigma}$ or their occupations $f_{n\sigma}$.

## Lemma 2: the Hubbard term in $D_{ij}$

For the correlated shell,

$$
D^{U,\sigma}_{(km),(k'm')}
=\frac U2(\delta_{mm'}-2n^\sigma_{m'm})O_{kk'}. \tag{8}
$$

**Proof.** Written out, the trace in (3) is $\sum_m n_{mm}-\sum_{mm'}n_{mm'}n_{m'm}$. A given element $n_{mm'}$ occurs twice in the quadratic sum, once as each factor, so

$$
\frac{\partial E_U}{\partial n^\sigma_{mm'}}
=\frac U2(\delta_{mm'}-2n^\sigma_{m'm}).
$$

Equation (2) gives $\partial n^\sigma_{mm'}/\partial\rho^\sigma_{(km),(k'm')}=O_{kk'}$. The product is (8). $\square$

The same coefficients appear in the Hamiltonian. Varying the bra $\langle\tilde\psi_{n\sigma}|$ in (1) gives

$$
\delta E_U=\sum_{ij}D^{U,\sigma}_{ij}\,\delta\rho^\sigma_{ij}
=f_{n\sigma}\langle\delta\tilde\psi_{n\sigma}|
\Big(\sum_{ij}|\tilde p_i\rangle D^{U,\sigma}_{ij}\langle\tilde p_j|\Big)
|\tilde\psi_{n\sigma}\rangle .
$$

The Hubbard potential is therefore a nonlocal operator built from the existing projectors, and it is added to the ordinary PAW Hamiltonian by adding $D^U$ to $D^0$.

## Lemma 3: removal of the orbital and occupation response

At self-consistency,

$$
\frac{dA}{d\mathbf R_a}
=\left.\frac{\partial A}{\partial\mathbf R_a}\right|_{\tilde\psi,f}
-\sum_{n\sigma}f_{n\sigma}\varepsilon_{n\sigma}
\langle\tilde\psi_{n\sigma}|\partial_aS|\tilde\psi_{n\sigma}\rangle. \tag{9}
$$

**Proof.** Let $H$ be defined by $\delta A=f_{n\sigma}\langle\delta\tilde\psi_{n\sigma}|H|\tilde\psi_{n\sigma}\rangle$ for a variation of the bra. Denote total derivatives along the displacement by a prime, and suppress $\sigma$. The chain rule gives

$$
A'=\partial_aA|_{\tilde\psi,f}
+\sum_nf_n\big(\langle\tilde\psi_n'|H|\tilde\psi_n\rangle+\text{c.c.}\big)
+\sum_n\frac{\partial A}{\partial f_n}f_n'. \tag{10}
$$

Because the basis is fixed, $\tilde\psi_n'$ lies in the space in which $H\tilde\psi_n=\varepsilon_nS\tilde\psi_n$ is solved. The orbital term is thus

$$
\sum_nf_n\varepsilon_n
\big(\langle\tilde\psi_n'|S|\tilde\psi_n\rangle+\text{c.c.}\big).
$$

Differentiating $\langle\tilde\psi_n|S|\tilde\psi_n\rangle=1$ gives

$$
\langle\tilde\psi_n'|S|\tilde\psi_n\rangle+\text{c.c.}
=-\langle\tilde\psi_n|\partial_aS|\tilde\psi_n\rangle,
$$

which produces the second term of (9), including its minus sign.

The occupation term vanishes at once for fixed occupations. For Fermi occupations, the entropy is $S_e=-k_B\sum_n[f_n\ln f_n+(1-f_n)\ln(1-f_n)]$. The energy is differentiated at fixed orbitals, where $\partial(E_0+E_U)/\partial f_n=\langle\tilde\psi_n|H|\tilde\psi_n\rangle=\varepsilon_n$. Hence

$$
\frac{\partial A}{\partial f_n}
=\varepsilon_n+k_BT\ln\frac{f_n}{1-f_n}
=\varepsilon_n-(\varepsilon_n-\mu)=\mu .
$$

The last sum in (10) is $\mu\sum_nf_n'$, which is zero at fixed electron number. $\square$

## Proof of the theorem

At fixed orbitals and occupations, moving atom $a$ changes $\rho$ because its projectors move, and changes $E_0$ through its explicit position dependence. By Lemma 1 there is no third contribution from $E_U$:

$$
\left.\frac{\partial A}{\partial\mathbf R_a}\right|_{\tilde\psi,f}
=\sum_\sigma\sum_{ij\in a}D^\sigma_{ij}
\left.\frac{\partial\rho^\sigma_{ij}}{\partial\mathbf R_a}\right|_{\tilde\psi,f}
+\left.\frac{\partial E_0}{\partial\mathbf R_a}\right|_{\tilde\psi,f,\rho}. \tag{11}
$$

From (1),

$$
\left.\frac{\partial\rho^\sigma_{ij}}{\partial\mathbf R_a}\right|_{\tilde\psi,f}
=\sum_nf_{n\sigma}\langle\tilde\psi_{n\sigma}|
\partial_a(|\tilde p_i\rangle\langle\tilde p_j|)|\tilde\psi_{n\sigma}\rangle,
$$

and, since $q_{ij}$ is constant, $\partial_aS=\sum_{ij\in a}q_{ij}\,\partial_a(|\tilde p_i\rangle\langle\tilde p_j|)$. Inserting both in (9) and changing the overall sign gives (6). Separating $D=D^0+D^U$ gives (7). $\square$

The specific form of (3) is used only in Lemma 2; Lemma 1 needs only that $E_U$ contains $\rho$ and constants. Any other Hubbard energy that is a differentiable function of the one-centre $\rho$ with constant coefficients obeys the same theorem, with its own $D^U=\partial E_U/\partial\rho$.

## Remarks on the formula

**Plane waves.** Let $c_{n\mathbf G}$ be the coefficients of $\tilde\psi_n$ and $\langle\mathbf G|\tilde p_i\rangle=e^{-i\mathbf G\cdot\mathbf R_a}P_i(\mathbf G)$. The projection and its derivative are

$$
b_{in}=\sum_{\mathbf G}P_i^*(\mathbf G)e^{i\mathbf G\cdot\mathbf R_a}c_{n\mathbf G},
\qquad
\partial_ab_{in}=\sum_{\mathbf G}i\mathbf G\,P_i^*(\mathbf G)
e^{i\mathbf G\cdot\mathbf R_a}c_{n\mathbf G}.
$$

The product rule in (7) gives two terms. They are complex conjugates because $D^U$ is Hermitian, so for each spin

$$
\mathbf F_a^U=-2\,\mathrm{Re}\sum_nf_n\sum_{ij}D^U_{ij}\,b_{in}^*\,\partial_ab_{jn}.
$$

These are the arrays already needed for $D^0$. A routine that receives the full $D_{ij}$ needs no change.

**Sign and half filling.** Since $O$ is constant, (7) and (8) combine to

$$
\mathbf F_a^U=-\frac U2\sum_\sigma\sum_{mm'}
(\delta_{mm'}-2n^\sigma_{m'm})\,
\partial_an^\sigma_{mm'}\big|_{\tilde\psi,f}.
$$

For one orbital per spin the factor is $1-2n$. With $U>0$ and $n<1/2$ the explicit force opposes a displacement that raises $n$ at fixed orbitals and occupations; for $n>1/2$ it favours one; at $n=1/2$ it vanishes. The sign follows from the shape of (3): $n-n^2$ is largest at $n=1/2$ and falls as $n$ moves away from it. With more than one radial wave the eigenvalues of (2) are not bounded by 1, and above 1 the term favours a further increase.

**Sum of forces.** If $E_0$ is unchanged by a common translation of all atoms and orbitals, and the translated orbitals remain in the basis, as they do for plane waves, then $\sum_a\mathbf F_a=0$. A basis of localized functions fixed in space satisfies the theorem but not, in general, this sum rule. Suppose $D^U$ is kept in the self-consistent calculation but omitted from the force. The remaining sum is $-\sum_a\mathbf F_a^U$. A nonzero total force can thus reveal the omission, provided that both conditions hold; an exchange-correlation energy evaluated on a fixed real-space grid is unchanged by a common translation only approximately.

**Phonons.** Finite-difference phonons need no Hubbard term beyond (6). In an analytic second derivative, (7) is differentiated once more, and $D^U$ responds as well. From (8), its response is

$$
\frac{dD^{U,\sigma}_{(km),(k'm')}}{d\mathbf R_b}
=-U\,O_{kk'}\frac{dn^\sigma_{m'm}}{d\mathbf R_b}.
$$

Freezing $D^U$ would lose this term.

## Proposition: the explicit force is not the whole effect of $U$

Write $E_U=Ug$, with $g=\tfrac12\sum_\sigma\mathrm{Tr}(n^\sigma-n^\sigma n^\sigma)$. Then

$$
\frac{d\mathbf F_a}{dU}=-\frac{dg}{d\mathbf R_a}, \tag{12}
$$

where the derivative on the right includes orbital relaxation.

**Proof.** The argument of Lemma 3 applies when $U$ is varied instead of a position. $S$ does not depend on $U$, so only the explicit derivative survives: $dA/dU=g$. Differentiating with respect to $\mathbf R_a$ and exchanging the order of the derivatives, for a smoothly followed solution, gives (12). $\square$

To first order in $U$, the force therefore changes by $-U\,dg/d\mathbf R_a$ with relaxed orbitals, while $\mathbf F_a^U$ is $-U\,\partial g/\partial\mathbf R_a$ with frozen orbitals. The two can differ already at first order. The difference is not a missing force: it sits in the changed values of the other terms of (6).

## A periodic model with a correlated $p$ shell

The theorem holds in any fixed finite basis, so a small model can test it without being converged. A cubic cell of edge 4.0 Å contains ion A, with charge 4 and a correlated $p$ shell, and ion B, with charge 6 and no projectors. Both ions are Gaussians of width 0.40 Å. B is displaced from A by $(1.2,0.3,0.2)$ Å, and 203 plane waves are used at the $\Gamma$ point. Ten spin-paired electrons interact through the Hartree energy, with $k_BT=0.20$ eV and $U=4.0$ eV.

With $x=r/r_c$ and $r_c=0.90$ Å, the smooth radial waves are proportional to $xe^{-x^2}$ and $x^3e^{-x^2}$, each normalized in the sphere. The true waves are $\phi_k=\tilde\phi_k[1+0.4(1-x^2)^2]$. The radial projectors are the combinations of $(1-x^2)^2\tilde\phi_k$ that are dual to the smooth waves in the sphere. Two radial waves and three values of $m$ give six projectors. The one-centre energy is the kinetic difference between true and smooth waves, and the compensation charge is a monopole with the same Gaussian shape as the ion. Exchange-correlation and the one-centre Hartree energy are left out, so the numbers describe this model and no particular material.

The occupation matrix per spin has eigenvalues 0.1088, 0.1138 and 0.1352. Their sum is 0.3578 and the sum of their squares is 0.0431. The two spins are equal, so the factor $1/2$ in (3) cancels:

$$
E_U=4.0\,(0.3578-0.0431)\ \text{eV}=1.259\ \text{eV}.
$$

All three eigenvalues lie below one half, so the Hubbard potential is repulsive for this shell.

Along $x$, the force on A consists of a projector part without $D^U$ (whose eigenvalues $\varepsilon_{n\sigma}$ still include the effect of $U$), the Hubbard part (7), and the explicit part from moving charges:

$$
F_A=(-0.972-1.658-46.642)\ \text{eV/Å}=-49.272\ \text{eV/Å}.
$$

This is $-0.9582$ hartree/bohr, of which the Hubbard part is $-0.0322$ hartree/bohr. The large force pushes A away from B: the chosen geometry is far from equilibrium, which does no harm to a test of a derivative.

Four-point differences of the self-consistent free energy also give $-49.272$ eV/Å. Leaving $D^U$ out of the force would give $-47.614$ eV/Å, and adding (7) a second time would give $-50.930$ eV/Å. Either error is 1.658 eV/Å, or 3.4% of the total force. The derivative of $E_U$ with frozen smooth orbitals reproduces the Hubbard part separately.

Ion B has no Hubbard shell and no explicit Hubbard force. Its total force, $+49.272$ eV/Å, also agrees with energy differences and balances the force on A. Yet $-dE_U/dx$ for a displacement of B is $+1.483$ eV/Å once the orbitals relax. This must not be added to the force on B, because $S$ does not depend on the position of B, so by Lemma 3 the changes of all terms of the free energy caused by relaxation add up to zero: the change of $E_U$ is cancelled by the changes of the other terms.

The force on A at $U=0$ is $-47.792$ eV/Å. Switching on $U$ therefore changes it by $-1.479$ eV/Å, whereas the explicit part is $-1.658$ eV/Å. The difference, $+0.179$ eV/Å, is the implicit effect described by the proposition. These comparisons, and those for the two exceptions below, are in the numerical output.

## Where a separate force does arise

**A geometry-dependent $U$.** If $U=U(\mathbf R)$, $E_U$ acquires an explicit position dependence that Lemma 1 excluded. Since $\partial E_U/\partial U=E_U/U$ for (3), the additional force is

$$
\mathbf F_a^{\text{extra}}=-\frac{E_U}{U}\frac{dU}{d\mathbf R_a}.
$$

In the model, a slope $dU/dx=0.50$ eV/Å gives $-(1.259/4.0)(0.50)=-0.157$ eV/Å. With it, the formula gives $-49.429$ eV/Å, in agreement with energy differences taken with the varying $U$.

**Orbitals orthogonalized between atoms.** Let $\chi_\nu$ be atomic orbitals on several atoms, with overlap matrix $\mathcal O_{\mu\nu}=\langle\chi_\mu|S|\chi_\nu\rangle$. Löwdin orbitals are $\sum_\nu\chi_\nu X_{\nu\mu}$ with $X=\mathcal O^{-1/2}$. Occupations defined by projection on them depend on $X$, and $X$ changes when the distance between atoms changes. Differentiating $X^2=\mathcal O^{-1}$ gives

$$
(\partial_aX)X+X(\partial_aX)=-\mathcal O^{-1}(\partial_a\mathcal O)\mathcal O^{-1}.
$$

In the eigenbasis of $\mathcal O$, with eigenvalues $w_\alpha$, the left side has elements $(\partial_aX)_{\alpha\beta}(w_\alpha^{-1/2}+w_\beta^{-1/2})$, so

$$
(\partial_aX)_{\alpha\beta}=-
\frac{(\partial_a\mathcal O)_{\alpha\beta}}
{\sqrt{w_\alpha w_\beta}\,(\sqrt{w_\alpha}+\sqrt{w_\beta})}.
$$

Such occupations are built from the projections $\sum_\nu\langle\tilde\psi|S|\chi_\nu\rangle X_{\nu\mu}$ and are not functions of the one-centre $\rho_{ij}$, so no $D^U_{ij}$ exists and none of the Hubbard force is contained in $D_{ij}$ times projector derivatives. That force has two parts: the derivative of $S|\chi_\nu\rangle$ at fixed $X$, and the derivative of $X$. Without orthogonalization ($X=1$) the occupations are still not functions of $\rho_{ij}$; only the second part drops out. For normalized Gaussian $p$ orbitals of width 0.40 Å on A and B, with $U$ acting on the three Löwdin orbitals of A, and the same frozen smooth orbitals $\tilde\psi$, the full $-dE_U/dx$ for moving A is $-2.214$ eV/Å. With $X$ held fixed it is $-2.566$ eV/Å. The part due to $\partial_aX$ is $+0.352$ eV/Å, about 16% of the full value in magnitude.

**Incomplete self-consistency.** If $H\tilde\psi_n\ne\varepsilon_nS\tilde\psi_n$, the orbital term in (10) leaves the remainder $\sum_nf_n\langle\tilde\psi_n'|(H-\varepsilon_nS)|\tilde\psi_n\rangle+\text{c.c.}$ For occupations that are Fermi functions of the $\varepsilon_n$, the occupation term in (10) leaves a second remainder, $\sum_n(\langle\tilde\psi_n|H|\tilde\psi_n\rangle-\varepsilon_n)f_n'$. Both are convergence errors of the whole force, and tighter self-consistency removes them.

The decision about the force routine thus rests on how the occupations are defined. For (2) with constant $U$, the full $D_{ij}$ is passed to the ordinary projector force and nothing is added. For a position-dependent $U$, the term in $dU/d\mathbf R_a$ must be added. For occupations projected on atomic orbitals $S|\chi_\nu\rangle$, the whole Hubbard force must be supplied separately, and if these orbitals are orthogonalized between atoms it includes the derivative of $X$.

## Computed results

```
cell edge: 4.0 A
plane waves: 203, cutoff 122.2 eV
position of A (A): [0.3 0.2 0.1]
position of B (A): [1.5 0.5 0.3]
A-B distance: 1.2530 A
ion charges A, B: 4, 6 e; electrons: 10
Gaussian width of ions: 0.40 A; sphere radius: 0.90 A
true/smooth wave ratio at the nucleus: 1.40
smearing kT: 0.20 eV; U: 4.00 eV
O matrix (11, 12, 22): [1.1805 1.0345 1.073 ]
q matrix (11, 12, 22): [0.1805 0.1029 0.073 ]
self-consistency steps: 18
lowest 7 eigenvalues (eV): [-15.156  -2.826   4.554   5.875   6.003   8.537  11.316]
their occupations: [2.     2.     2.     1.9985 1.9971 0.0044 0.    ]
eigenvalues of n per spin: [0.1088 0.1138 0.1352]
Hubbard energy E_U: 1.25911 eV
Forces along x in eV/A:
  A, projector part without U: -0.97158
  A, Hubbard part through D_ij: -1.65815
  A, moving-charge part: -46.64192
  A, total from formula: -49.27164
  A, total from energy differences: -49.27164
  A, total if D^U is left out: -47.61350
  A, -dE_U/dx at frozen orbitals: -1.65815
  A, -dE_U/dx with relaxed orbitals: -1.48288
  B, total from formula: 49.27164
  B, total from energy differences: 49.27164
  B, -dE_U/dx with relaxed orbitals: 1.48288
  A, self-consistent total at U = 0: -47.79245
  A, total change caused by U: -1.47920
largest |F_A + F_B| component: 5.3e-08 eV/A
total force on A along x: -0.958181 hartree/bohr
Hubbard part on A: -0.032246 hartree/bohr
dU/dx in the variable-U test: 0.50 eV/A
  extra force from dU/dx: -0.15739 eV/A
  total from formula with it: -49.42903 eV/A
  total from energy differences: -49.42903 eV/A
Loewdin occupations, frozen smooth orbitals:
  full -dE_U/dx: -2.21399 eV/A
  with overlap root held fixed: -2.56604 eV/A
  separate overlap-root force: 0.35205 eV/A
```
